Where dynamical mean-field theory is exact, and what that explains

**The argument under review**

The argument runs as follows. Dynamical mean-field theory (DMFT) replaces the self-energy of a lattice by a local one. Nonlocal self-energies disappear when the coordination number goes to infinity, so DMFT is exact only there. In one, two or three dimensions it is therefore an approximation at every interaction strength. The author then adds a repair suggested by a colleague: if DMFT should also turn out to be exact for free electrons and for isolated atoms, that alone would explain why it works in between.

The premise about infinite coordination is sound. The word "only" and the repair need separate examination.

**What the equations assume**

Consider the one-band Hubbard model with hopping −t between neighbours and repulsion U n↑n↓ on each site. All sites are equivalent, no symmetry is broken, and T > 0. I set ħ = k_B = 1, so frequencies and temperatures are energies. With z = iω a Matsubara frequency and μ the chemical potential, the exact Green function is

G_k(z) = 1/[z + μ − ε_k − Σ_k(z)].

DMFT makes one approximation: Σ_k(z) is replaced by a k-independent Σ(z). This Σ comes from an impurity, a single interacting site coupled to a bath through a hybridization Δ(z):

G_imp = 1/(z + μ − Δ − Σ).

Requiring G_imp to equal the local lattice function G_loc, the average of G_k over k, gives

Δ = z + μ − Σ − 1/G_loc.

DMFT therefore gives the exact Green function whenever the true self-energy is local and the impurity reproduces it. Infinite coordination is one way to meet this condition. The question is whether there are others.

**Free electrons**

At U = 0 the impurity has no interaction, so Σ = 0 for any bath. The lattice formula becomes G_k = 1/(z + μ − ε_k), the exact answer. No property of the lattice was used.

The bath does not vanish here. A triangle has ε_k = −2t, t, t. With ζ = z + μ,

G_loc = (1/3)[1/(ζ + 2t) + 2/(ζ − t)] = (ζ + t)/[(ζ + 2t)(ζ − t)].

The denominator is ζ² + tζ − 2t² = ζ(ζ + t) − 2t², so 1/G_loc = ζ − 2t²/(ζ + t), and

Δ = 2t²/(ζ + t).

This is one bath level at −t. Diagonalizing the triangle and this impurity separately gives the same G to rounding error.

**Isolated atoms**

At t = 0 all ε_k vanish. Then G_loc = 1/(z + μ − Σ), and the condition above gives Δ = 0 for any trial Σ. The impurity is an isolated atom, and the lattice is a collection of such atoms.

In the atom n↓ is conserved. Adding an up electron costs −μ if the down state is empty and U − μ if it is filled. With filling n per spin,

G = (1 − n)/(z + μ) + n/(z + μ − U).

This also holds away from half filling; it was tested on a triangle with n = 0.4455. At half filling μ = U/2 and n = 1/2, so

g = (1/2)[1/(z + U/2) + 1/(z − U/2)] = z/(z² − U²/4) = 1/[z − U²/(4z)].

Writing s = Σ − U/2, the atomic self-energy is s = U²/(4z). It is large but local, so DMFT is exact here as well. "Only in infinite dimensions" is therefore false.

**Why infinite coordination is a different case**

On a d-dimensional hypercubic lattice take t = t*/√(2d). The band energy is a sum of d independent terms −2t cos k_a, each of variance 2t², so the total variance stays at t*². For free electrons with μ = 0, the equation of motion on one site reads

zG_00 + 2d t G_01 = 1, hence G_01 = (1 − zG_00)/(√(2d) t*).

Since G_00 has a finite limit, G_01 falls as d^(−1/2). Numerically, at ω = 1.571t*, |G_01/G_00| drops from 0.0379 at d = 64 to 0.0189 at d = 256, an exponent of −0.501.

The second-order self-energy between two sites is

Σ_ij(τ) = −U² G_ij(τ)² G_ji(−τ),

so between neighbours it falls as d^(−3/2). In G_00 it is multiplied by another G_10 ~ d^(−1/2) and summed over 2d neighbours, which leaves a contribution of order 1/d. This shows the mechanism at second order; the extension to all orders is the part of the author's premise that I accept. Here U and t* are both finite, whereas at the other two ends one of the two energies is absent.

**Why the repair fails**

Consider the Hubbard-I approximation at half filling: keep the atomic s = U²/(4z) and use it at every t. At t = 0 it is exact. At U = 0 it gives s = 0 and is exact again. It has the same two exact ends as DMFT but is a different theory between them, so the ends cannot by themselves account for the quality of either. A better question is how each theory leaves its ends.

**Leaving U = 0.** For i = j, the second-order formula contains only the free local function G_ii. The DMFT impurity at U = 0 has this same local function, so its second-order self-energy is the correct on-site one. Hubbard-I uses the atomic function in its place and is wrong already at order U².

At half filling on a bipartite lattice, the transformation c_i↓ → ±c†_i↓, with opposite signs on the two sublattices, reverses U and leaves the up-spin Green function unchanged. Thus s is even in U, and the DMFT error in the on-site s can start no earlier than U⁴. On a half-filled four-site ring the computed error exponents are 4.00 for DMFT and 2.00 for Hubbard-I.

DMFT still omits Σ_ij for i ≠ j, which is of order U². This feeds back into G_loc, whose error has the computed exponent 2.01. The gain concerns the on-site self-energy, not the whole Green function.

**Leaving t = 0.** Expand in the hopping at fixed T. A single hop leaves one unpaired operator on a neighbour j and averages to zero in G_loc. Two hops on the bond between site 0 and j give, in the path-integral weight,

t² ∫∫ c̄_0(τ₁) c_j(τ₁) c̄_j(τ₂) c_0(τ₂).

Averaging over atom j uses ⟨c_j(τ₁) c̄_j(τ₂)⟩ = −g(τ₁ − τ₂) and leaves

−t² ∫∫ c̄_0(τ₁) g(τ₁ − τ₂) c_0(τ₂).

This is the first-order effect of a bath with Δ = t²g. For q neighbours, Δ = q t²g.

DMFT finds the same bath. With x = z + μ − Σ, and the averages of ε_k and ε_k² equal to 0 and q t²,

G_loc = 1/x + q t²/x³ + …, so 1/G_loc = x − q t²/x + …, and Δ = q t²/x = q t²g to this order.

Hence G_loc is correct through t². On a bipartite lattice, changing the sign of c on one sublattice reverses t without changing G_loc, so the error can start no earlier than t⁴. Hubbard-I has g + q t²g³ instead, which ignores the connected four-operator average of the interacting atom. The computed exponents on the ring are 4.01 and 1.99.

**How good is the middle?**

The four-site ring has only two neighbours per site, far from large coordination, and half of its momenta lie at ε_k = 0. At half filling and T = 0.25t, the lowest Matsubara frequency is 0.785t. There −Im G_loc, in units of 1/t, is:

U/t: exact, DMFT, Hubbard-I
1: 0.657, 0.682, 0.559
2: 0.509, 0.598, 0.368
4: 0.234, 0.425, 0.161
8: 0.060, 0.077, 0.047
16: 0.0132, 0.0135, 0.0122

"Exact" refers to this finite ring. The DMFT bath has three levels. Its misfit, relative to the largest |Δ|, is 1.3% at U = 4t and reaches 4.4% at U = 8t; with four bath levels the DMFT entries for U ≤ 4t keep the digits shown, while those at U = 8t and 16t move from 0.0771 to 0.0765 and from 0.0135 to 0.0134.

Relative to the exact value, DMFT is off by 4% at U = t, 18% at U = 2t and 81% at U = 4t. Hubbard-I is off by −15%, −28% and −31%. At U = 4t the cruder theory is closer for this quantity. Correct departures from both ends do not guarantee accuracy in the middle.

The error at U = 2t can be traced. The exact on-site s is −0.260i t, and its component at distance 2 is +0.136i t. For the two momenta with ε_k = 0 the neighbour terms cancel and the distance-2 term enters with a minus sign:

s_k = −0.260i t − 0.136i t = −0.396i t.

DMFT uses −0.218i t at every k. These momenta carry half the weight in G_loc, so they contribute

exact: 0.5/(0.785 + 0.396) = 0.423,
DMFT: 0.5/(0.785 + 0.218) = 0.498.

The difference, 0.075, is most of the total error of 0.089. The main fault is that DMFT cannot give these momenta their own, larger self-energy.

At U = 16t the DMFT value of G_loc is again within about 2%, but the double occupancy is 0.0040 against an exact 0.0068. One good local quantity does not vouch for another.

**Conditions the author should state**

The exactness at t = 0 shown above assumes an on-site interaction. Add V(n_1 − 1)(n_2 − 1) to two half-filled sites with t = 0. The cost of adding an electron to site 1 now shifts by V(n_2 − 1), which fluctuates with the charge on site 2. The mean shift is zero, so a single-site theory that treats V on average returns g. For U = 2, V = 1 and T = 0.5 in common energy units, the exact G differs from g by up to 0.0077.

The order of limits matters too. The expansion in t was made at fixed T. At half filling with U ≫ t, the Green function between neighbours at frequencies of order U follows this expansion only if T stays well above the exchange energy 4t²/U; at lower frequencies a higher T is needed. Away from half filling an electron can hop without paying U, so t must be small against T itself. Two half-filled sites show what happens otherwise. To first order in t at fixed T, one hop joins two atomic functions, so G_01 = −t g².

For T far below the exchange, the sites form a singlet of energy E, measured with −μN included. An electron in the bonding orbital, ε = −t, can be removed in one way and added in one way. The one-electron state has energy −t − U/2 and the three-electron state t − U/2, so the poles of G_k lie at

E + t + U/2 and t − U/2 − E, with sum 2t.

A two-pole G_k means s = A/(z − c). Then G_k = (z − c)/[(z − m)(z − c) − A], where m is the mean pole position weighted by residue, and the two poles sum to m + c. At half filling the mean shift U⟨n↓⟩ = U/2 cancels μ, so m = ε = −t and c = 2t − (−t) = 3t. The second moment of G_k minus the square of the first gives A = U²(⟨n↓²⟩ − ⟨n↓⟩²) = U²/4. The antibonding orbital follows by reversing t, so for both

s_k = U²/[4(z + 3ε_k)].

Expanding to first order in ε_k,

G_k = g + ε_k g²[1 − 3U²/(4z²)].

Since G_01 is half the bonding minus half the antibonding function, and z² = −ω²,

G_01 = −t g²[1 + 3U²/(4ω²)].

At ω = U/2 the bracket equals 4. For U = 4 and t = 0.05 the exchange is 0.0025, and the computed ratio G_01/(−t g²) at z = iU/2 (evaluated from the poles of G, since this need not be a Matsubara frequency) is 1.009 at T = 0.2 but 3.996 at T = 0.0001.

No local self-energy can reproduce the cold result. Causality requires Im Σ ≤ 0 for ω > 0, so |x| ≥ ω, which is far above t here. A local self-energy would therefore give G_00 ≈ 1/x and G_01 ≈ −t/x². The exact G_00 tends to g, which requires x = 1/g and fixes the ratio at 1. DMFT is exact at t = 0, but at temperatures below the exchange even a small hopping creates singlet correlations that a single-site theory cannot hold.

**Recommendation**

The claim "exact only in infinite dimensions" should be withdrawn. The repair should be replaced by a narrower statement: for an on-site interaction, DMFT has the correct on-site self-energy at order U² (but not the correct G_loc at that order), and the correct G_loc at order t² when t is made small at fixed T (away from half filling, T well above t); and the accuracy at intermediate U should be assessed separately for each lattice and each quantity. The full numerical output follows this comment.

Calculated quantities

```
Doped triangle, t = 1, T = 0.5 t, mu = 0.7 t
 U=0: largest |G difference| = 5.2e-16 /t
 zero hopping, U=4: filling per spin = 0.4455
 zero hopping: largest |G difference| = 1.1e-16 /t
Ring, zero hopping, DMFT loop: |G difference| = 2.9e-17
Half-filled 4-site ring, t = 1, T = 0.25 t
 lowest Matsubara frequency = 0.7854 t
 -Im G_loc there (1/t); D = double occupancy per site
 U/t   exact   DMFT    Hub-I   D exact D DMFT  bath misfit
  0.0  0.7217  0.7217  0.7217  0.2500  0.2500  3.0e-12
  0.5  0.7046  0.7109  0.6691  0.2209  0.2257  4.7e-04
  1.0  0.6571  0.6820  0.5588  0.1931  0.2030  1.8e-03
  2.0  0.5092  0.5984  0.3678  0.1441  0.1641  6.1e-03
  4.0  0.2343  0.4252  0.1613  0.0784  0.1018  1.3e-02
  8.0  0.0596  0.0771  0.0471  0.0288  0.0177  4.4e-02
 16.0  0.0132  0.0135  0.0122  0.0068  0.0040  1.7e-02
Self-energy (minus U/2) at U = 2 t, same frequency, in t:
 exact on-site    Im = -0.2600
 DMFT  on-site    Im = -0.2183
 exact neighbour  Re = -0.0564
 exact distance 2 Im = 0.1359
Error exponents near U = 0 (U = 0.2, 0.4 t; T = 0.5 t)
 local self-energy, DMFT      U^4.00
 local self-energy, Hubbard-I U^2.00
 local G, DMFT                U^2.01
 self-energy errors at U=0.4: DMFT 1.2e-05 t, Hub-I 1.7e-02 t
Error exponents near t = 0 (t = 0.08, 0.16; U = 4, T = 0.5)
 local G, DMFT      t^4.01
 local G, Hubbard-I t^1.99
 G errors at t=0.16: DMFT 4.8e-05, Hub-I 3.5e-03
Free |G_neighbour/G_local|, t = t*/sqrt(2d), omega = 1.571 t*
 d =   1: 0.3838
 d =   4: 0.1567
 d =  16: 0.0763
 d =  64: 0.0379
 d = 256: 0.0189
 exponent of d between the last two: -0.501
Two sites, t=0, U=2, V=1, T=0.5: |G - G_atom| = 0.0077
Two sites, U=4, t=0.05, exchange 4t^2/U = 0.0025
 G_01/(-t g^2) at omega = U/2, T = 0.2:    1.009
 G_01/(-t g^2) at omega = U/2, T = 0.0001: 3.996
 low-temperature formula: 4.000
```
